# Noise of a Weight Stored in Base-b Slices: Variance and Floor, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the variance as a sum over slices

A stored weight is read from several memory devices, and its error is to be expressed as a fraction of the largest weight that can be stored. This fraction has no unit. The device quantities on which it can depend are the standard deviation $\sigma_G$ of the conductance error and the usable conductance window $D$, both in µS. They can enter only as the ratio

$$s=\frac{\sigma_G}{D}.$$

The remaining variables are pure numbers: the base $b$ and the number of slices $n$. If the readout is linear, doubling every device error doubles the weight error. The relative root-mean-square (rms) error $r_n$ must therefore have the form

$$r_n=s\,F_n(b).$$

Symmetry restricts $F_n$ further. Let the device errors have zero mean and be uncorrelated. Reversing the sign of one of them then leaves all second moments unchanged, whereas a product of errors from two different devices changes sign. Such products average to zero, so the variance contains squares alone. Since the devices are equally noisy, each square enters with the same variance, multiplied by the square of the factor with which that slice is read. It remains to find how these factors compare with full scale.

**The stored number.** The weight is the integer

$$W=\sum_{k=0}^{n-1}b^k d_k,\qquad d_k\in\{0,1,\ldots,b-1\},\qquad b\ge2 .$$

Slice $k=0$ is the least significant and slice $k=n-1$ the most significant. Each digit is held by one device, whose intended conductance is

$$G_k=G_{\rm low}+d_k\Delta,\qquad \Delta=\frac{D}{b-1}.$$

There are $b$ levels and $b-1$ equal intervals between them, which explains the denominator. The actual conductance is $G_k+\delta G_k$. The errors $\delta G_k$ have zero mean, are mutually uncorrelated, and have the same standard deviation $\sigma_G$ in every slice and at every level. Their distribution need not be Gaussian.

The readout subtracts $G_{\rm low}$, divides by $\Delta$, multiplies by $b^k$ and adds the slices. These operations are taken as free of error. No digit is rounded to its nearest level before the addition, and no slice is programmed to compensate a measured error of another. Both conditions matter, and the second half shows what happens when either is dropped.

**From conductance to digit.** The digit obtained from one device is

$$\frac{G_k+\delta G_k-G_{\rm low}}{\Delta}=d_k+\varepsilon_k,\qquad
\varepsilon_k=\frac{\delta G_k}{\Delta}.$$

Its standard deviation is

$$\sigma_d=\frac{\sigma_G}{\Delta}=\frac{(b-1)\sigma_G}{D}=(b-1)s .$$

A larger base packs more levels into the same window, so the same conductance error becomes a larger error in digit units.

**Recombination.** Subtracting the intended weight from the recombined one leaves

$$\delta W=\sum_{k=0}^{n-1}b^k\varepsilon_k .$$

The mean of $\delta W$ is zero because each $\varepsilon_k$ has zero mean. Its variance is therefore the mean of its square. Angle brackets denote an average over the device errors:

$$\operatorname{Var}W=\sum_{k}b^{2k}\langle\varepsilon_k^2\rangle+\sum_{j\ne k}b^{j+k}\langle\varepsilon_j\varepsilon_k\rangle .$$

The second sum vanishes because the errors are uncorrelated. In the first, every mean square equals $\sigma_d^2$, so that

$$\operatorname{Var}W=\sigma_d^2\,S,\qquad S=\sum_{k=0}^{n-1}b^{2k}.$$

To evaluate $S$, multiply it by $b^2$. This raises every exponent by two. Subtracting the original sum cancels all terms except the new last one and the old first one:

$$b^2S-S=b^{2n}-1,\qquad S=\frac{b^{2n}-1}{b^2-1}.$$

The recombined variance is thus

$$\boxed{\operatorname{Var}W=\left(\frac{\sigma_G}{\Delta}\right)^2\frac{b^{2n}-1}{b^2-1}}.$$

In units of the least significant step, the variance grows with every added slice. This growth does not yet say whether the weight has become worse, because the largest weight has grown as well.

**Relative to full scale.** The largest weight has $d_k=b-1$ in every slice. Denote it by $M_n$:

$$M_n=(b-1)\sum_{k=0}^{n-1}b^k=b^n-1 .$$

The same method of subtraction gives the last equality. The square of the relative error is

$$r_n^2=\frac{\operatorname{Var}W}{M_n^2}
=\frac{(b-1)^2s^2}{(b^n-1)^2}\,\frac{b^{2n}-1}{b^2-1}.$$

Now factor both differences of squares,

$$b^{2n}-1=(b^n-1)(b^n+1),\qquad b^2-1=(b-1)(b+1).$$

One factor $b^n-1$ and one factor $b-1$ cancel, leaving

$$\boxed{r_n=sF_n,\qquad F_n^2=\frac{b-1}{b+1}\,\frac{b^n+1}{b^n-1}}.$$

For $n=1$ the two fractions are reciprocals and $F_1=1$. The relative error is then $s$ for any base, as it must be for a single device whose window represents the whole scale.

**The floor.** Since $b^n+1=(b^n-1)+2$, the result can be written as

$$F_n^2=\frac{b-1}{b+1}\left(1+\frac{2}{b^n-1}\right).$$

The second term in the bracket is positive and decreases strictly as $n$ grows at fixed $b$. It tends to zero, so

$$r_n>r_\infty=s\sqrt{\frac{b-1}{b+1}}\quad\text{for every finite }n .$$

Extra slices do reduce the relative noise, but they cannot bring it below $r_\infty$, which is positive whenever $s$ is positive. The part of $r_n^2$ that can still be removed falls approximately as $b^{-n}$.

The reason lies in the most significant slice. Its share of the variance is

$$\frac{b^{2(n-1)}}{S}=\frac{b^{2n-2}(b^2-1)}{b^{2n}-1}
=\frac{1-b^{-2}}{1-b^{-2n}},$$

where the last step divides numerator and denominator by $b^{2n}$. For many slices the share tends to $1-b^{-2}$, which is three quarters for binary slices and more for larger bases.

The top device alone causes a relative error

$$\frac{b^{n-1}\sigma_d}{b^n-1}
=s\,\frac{(b-1)b^{n-1}}{b^n-1}>s\,\frac{b-1}{b}.$$

The inequality holds because $b^n-1<b^n$. However many finer digits are added, the top digit still spans at least the fraction $(b-1)/b$ of full scale, and its device is no quieter than before. The other slices add independent variance and cannot cancel this contribution.

**A four-level example.** Take levels from 1 to 25 µS and a device error of 0.8 µS. These are rough values in the regime of phase-change cells made of Ge-Sb-Te. The window is $D=24$ µS, and

$$s=\frac{0.8}{24}=0.0333 .$$

With $b=4$ the level spacing is $24/3=8$ µS and the digit error is $\sigma_d=0.8/8=0.1$. For four slices,

$$\operatorname{Var}W=0.1^2\times\frac{4^8-1}{4^2-1}=0.01\times4369=43.69 .$$

The rms error is 6.61 weight units on a full scale of 255 units:

$$r_4=\frac{6.61}{255}=2.59\,\%.$$

A single slice has a noise error of 3.33 %, and the floor is $3.33\,\%\times\sqrt{3/5}=2.58\,\%$. Four slices are thus already within about 0.01 percentage point of the floor. The top slice contributes 93.8 % of their variance.

**What the extra slices do remove.** A continuous target must first be rounded to one of the integers from 0 to $M_n$. Let the target be uniformly distributed over full scale. The rounding error $u$, in weight units, then lies between $-1/2$ and $1/2$ with uniform density, and

$$\langle u^2\rangle=\int_{-1/2}^{1/2}u^2\,du=\frac1{12}.$$

The end levels collect targets from one side only, but the mean of $u^2$ over half an interval is also $1/12$. Relative to full scale, the rms quantisation error is

$$q_n=\frac{1}{\sqrt{12}\,(b^n-1)} .$$

The device error has zero mean at every digit. Its product with the rounding error therefore averages to zero, and the squares add:

$$r_{\rm total}^2=q_n^2+r_n^2 .$$

In the example, one slice has $q_1=9.62\,\%$ and a total error of 10.2 %. With two slices the total falls to 3.36 %, with three to 2.66 % and with four to 2.59 %. The first additional slices are valuable because they remove quantisation. After three slices the quantisation error is 0.46 %, against a noise error of 2.62 %, and little remains to be gained.

**Slices compared with copies.** Let general positive factors $a_k$ replace $b^k$, with every device spanning the same window. The derivation above then gives

$$F^2=\frac{\sum_k a_k^2}{\left(\sum_k a_k\right)^2}.$$

The Cauchy–Schwarz inequality, applied to the lists $(a_0,\ldots,a_{n-1})$ and $(1,\ldots,1)$, states that

$$\left(\sum_k a_k\right)^2\le n\sum_k a_k^2,
\qquad\text{hence}\qquad F\ge\frac1{\sqrt n}.$$

Equality requires all $a_k$ to be equal. This is the case of $n$ analogue copies of the same value, whose average has the error $s/\sqrt n$ and does improve without a floor, provided that the errors remain uncorrelated.

It is natural to call $1/F^2$ the effective number of averaged devices. For digit slices it tends to $(b+1)/(b-1)$, which is 3 for $b=2$ and $5/3$ for $b=4$. In noise averaging, an unlimited number of four-level slices is worth less than two equal copies. The four slices of the example have an error of 2.59 %, whereas four analogue copies would have 1.67 %. The latter figure counts device noise alone and assumes that each copy can be set to a continuous value.

The two uses of a device can also be mixed. Suppose a fifth device becomes available. As a fifth slice it lowers the noise error from 2.592 % to 2.585 %. If it instead duplicates the top slice, and the two top readings are averaged, the variance of that slice is halved. The total variance is multiplied by $1-0.938/2=0.531$, and the noise error becomes

$$2.59\,\%\times\sqrt{0.531}=1.89\,\%.$$

With the noise and the window held fixed, and with quantisation already small, averaging the most significant digit is here far more effective than adding a finer one.

**Changing the base.** A different comparison fixes the number of weight levels, $L=b^n$, and allows the base to vary. Then

$$F_n^2=\frac{b-1}{b+1}\,\frac{L+1}{L-1}.$$

The second fraction is now constant. The first equals $1-2/(b+1)$ and increases with $b$. At fixed $L$, $D$ and $\sigma_G$, a smaller base therefore gives less noise, at the cost of more devices.

The smallest base in this scheme is two, so no choice of base and slice number brings the error below $s/\sqrt3$. For the example's device this bound is 1.92 %. The floors for bases 4, 8 and 16 are 2.58 %, 2.94 % and 3.13 %. In the limit of large $b$ the floor approaches $s$, because the top device then carries nearly the whole scale.

The ordering depends on what is held fixed. If the digit error $\sigma_d$ were the same for every base, substitution of $s=\sigma_d/(b-1)$ would give

$$r_\infty=\frac{\sigma_d}{b-1}\sqrt{\frac{b-1}{b+1}}=\frac{\sigma_d}{\sqrt{b^2-1}},$$

which decreases with $b$. That comparison requires a device whose error relative to its window improves as levels are added. It does not describe one given device divided into more levels.

## Second derivation: adding one slice at a time

The symbols carried over are the base $b$, the number of slices $n$, and the full scale $M_n=b^n-1$. A device has window $D$, level spacing $\Delta=D/(b-1)$ and conductance error $\sigma_G$, with $s=\sigma_G/D$. Its digit error has standard deviation $\sigma_d=(b-1)s$. The first derivation gave the relative noise $r_n=sF_n$, which falls towards $s\sqrt{(b-1)/(b+1)}$. The same result is now obtained without summing over all slices at once.

**The recursion.** Let a weight $W_n$ already be stored in $n$ slices. Append a new least significant digit $d'$. All earlier digits move up by one place, so

$$W_{n+1}=bW_n+d' .$$

If $E_n$ is the error of the old weight and $\varepsilon'$ that of the new digit, linear readout gives

$$E_{n+1}=bE_n+\varepsilon' .$$

Full scale obeys a similar rule. From its definition,

$$M_{n+1}-bM_n=(b^{n+1}-1)-(b^{n+1}-b)=b-1 .$$

Now define the relative error $e_n=E_n/M_n$ and the fraction

$$p_n=\frac{bM_n}{M_{n+1}},\qquad 1-p_n=\frac{b-1}{M_{n+1}} .$$

The new device has the relative conductance error $\eta=\delta G'/D$, and $\varepsilon'=\delta G'/\Delta=(b-1)\eta$. Division of the error recursion by $M_{n+1}$ then yields

$$e_{n+1}=\frac{bM_n}{M_{n+1}}e_n+\frac{b-1}{M_{n+1}}\eta
=p_ne_n+(1-p_n)\eta .$$

Adding a slice thus forms a weighted mean of the old relative error and that of one fresh device. If these two are uncorrelated, the cross term vanishes on squaring and averaging. Since $\langle\eta^2\rangle=s^2$ and $\langle e_n^2\rangle=s^2F_n^2$,

$$F_{n+1}^2=p_n^2F_n^2+(1-p_n)^2,\qquad F_1=1 .$$

For $b=4$ the first step has $M_1=3$ and $M_2=15$, so $p_1=12/15=0.8$. This gives $F_2^2=0.64+0.04=0.68$ and $F_2=0.825$. In the next step $p_2=60/63=0.952$, and $F_3=0.787$. The old error already has most of the weight, and its share increases with each step.

The direct sum has shown that extra slices cannot bring the relative noise below a floor, and the slice-by-slice recursion has now been set up as a weighted mean of the old error and that of one fresh device. It remains to solve this recursion, to see from it why the error stops falling, and to examine the assumptions and how the model compares with whole columns and real cells.

Numbers in the example were calculated in double precision.
